# Why effective binary diffusivities diverge and turn negative in ternary diffusion couples

**Question.** Two nickel alloys with the same aluminium content but different chromium contents are joined and annealed. Aluminium moves, although it had no concentration gradient to begin with. If its flux is divided by its own concentration gradient, as for a binary alloy, the resulting diffusivity is negative in the middle of the couple, infinite at two planes and positive outside them. Why does this happen, and does it mean that the alloy is unstable?

**Answer.**

### A ratio with the wrong denominator

Let \(x_1,x_2,x_3\) be the mole fractions, with \(x_3=1-x_1-x_2\). The molar volume \(V_m\) is taken as constant. Fluxes are measured in the number-fixed frame, where they sum to zero, and \(J_i\) denotes the molar flux divided by the total concentration \(1/V_m\), so it has the unit of a velocity. In a single-phase ternary alloy

\[
J_1=-D_{11}\frac{\partial x_1}{\partial z}-D_{12}\frac{\partial x_2}{\partial z},
\]

and likewise for component 2. The effective binary diffusivity of component 1 is defined by forcing this flux into the binary form:

\[
D_{\rm eff}\equiv-\frac{J_1}{\partial x_1/\partial z}
=D_{11}+D_{12}\,\frac{\partial x_2/\partial z}{\partial x_1/\partial z}.
\]

The second term contains a ratio of gradients, which depends on the end alloys and on position. \(D_{\rm eff}\) therefore describes a place in a particular couple, and not the alloy alone. Where \(x_1\) has an extremum the denominator vanishes. If the flux does not vanish there too, \(D_{\rm eff}\) diverges. What has to be shown is that the flux is finite.

### The flux at an extremum

Consider an infinite couple made of two uniform alloys joined at \(z=0\), the Matano plane. The initial step contains no length, and \(D_{ij}\) depends at most on composition, so the profiles depend on \(z\) and \(t\) through \(z/\sqrt t\) alone. The chain rule then gives

\[
\frac{\partial x_1}{\partial t}=-\frac{z}{2t}\frac{\partial x_1}{\partial z}.
\]

Conservation requires \(\partial x_1/\partial t=-\partial J_1/\partial z\). Hence

\[
\frac{\partial J_1}{\partial z}=\frac{z}{2t}\frac{\partial x_1}{\partial z}.
\]

At an extremum the right side is zero. This makes the flux stationary in space; it does not make it zero.

Now let \(z^*>0\) be the outermost extremum on the right. Far away \(J_1=0\), so integration from \(z^*\) to infinity gives

\[
J_1(z^*)=-\frac{1}{2t}\int_{z^*}^{\infty}z\,\frac{\partial x_1}{\partial z}\,dz .
\]

Beyond the outermost extremum the slope keeps one sign, so nothing in the integral can cancel. Since \(z\ge z^*\) throughout,

\[
|J_1(z^*)|\ \ge\ \frac{z^*}{2t}\,\bigl|x_1(\infty)-x_1(z^*)\bigr|>0 .
\]

The physical reason is that the region beyond the extremum has gained or lost component 1, and that material had to pass through the plane \(z^*\). The argument uses conservation and similarity, and holds for composition-dependent \(D_{ij}\).

The signs follow as well. Suppose the extremum is a minimum. Outside it the slope is positive, so the integral gives \(J_1<0\). The flux is continuous and remains negative just inside, where the slope is negative. Thus \(D_{\rm eff}\) is positive outside and negative on the side facing the Matano plane. For a maximum both flux and slope change sign, and the result is the same. Reflection gives the left half.

A binary alloy with finite \(D\) has \(J=-D\,\partial x/\partial z=0\) at any extremum. This contradicts the inequality, so a binary couple of this kind cannot develop one. In the ternary, the gradient of component 2 supplies the flux: at the extremum \(J_1=-D_{12}\,\partial x_2/\partial z\).

### Constant diffusion matrix

To find where the poles lie, take \(D\) constant with distinct positive eigenvalues \(D_+>D_-\). Let \(\Delta_i\) be the right-hand minus the left-hand mole fraction. The gradient vector obeys the same diffusion equation as the composition and starts as \(\Delta\,\delta(z)\). Split \(\Delta=e_++e_-\) with \(De_\pm=D_\pm e_\pm\). Each part spreads as its own Gaussian,

\[
g_\pm=\frac{\exp(-z^2/4D_\pm t)}{\sqrt{4\pi D_\pm t}} .
\]

With \(a_\pm\) the first components of \(e_\pm\),

\[
\frac{\partial x_1}{\partial z}=a_+g_++a_-g_-,\qquad
J_1=-(D_+a_+g_++D_-a_-g_-).
\]

To obtain \(a_+\), apply \(D-D_-\) to \(\Delta\). This removes \(e_-\) and multiplies \(e_+\) by \(D_+-D_-\), so

\[
a_+=\frac{(D_{11}-D_-)\Delta_1+D_{12}\Delta_2}{D_+-D_-},\qquad a_-=\Delta_1-a_+ .
\]

For \(a_+\ne0\), define \(R=-a_-/a_+\) and

\[
r(z)=\frac{g_+}{g_-}=\sqrt{\frac{D_-}{D_+}}\,
\exp\!\left[\frac{z^2}{4t}\left(\frac1{D_-}-\frac1{D_+}\right)\right].
\]

Dividing numerator and denominator of \(D_{\rm eff}\) by \(a_+g_-\) gives

\[
D_{\rm eff}=\frac{D_+r-D_-R}{r-R}.
\]

As \(|z|\) grows, \(r\) rises from \(\sqrt{D_-/D_+}\) to infinity. An extremum lies where \(r=R\). It exists at \(z\ne0\) if \(R>\sqrt{D_-/D_+}\), and taking the logarithm gives

\[
z^{*2}=\frac{4t\,\ln\!\left(R\sqrt{D_+/D_-}\right)}{1/D_--1/D_+}.
\]

The flux vanishes where \(r=RD_-/D_+\). This requires the stronger condition \(R>\sqrt{D_+/D_-}\), and then

\[
z_0^2=\frac{4t\,\ln\!\left(R\sqrt{D_-/D_+}\right)}{1/D_--1/D_+}.
\]

The second logarithm is the smaller, so the zero-flux plane lies inside the extremum. Between the two, \(D_{\rm eff}<0\). If there is an extremum but no zero-flux plane away from the centre, \(D_{\rm eff}\) is negative throughout \(0<|z|<z^*\).

Two rearrangements show which values are possible:

\[
D_{\rm eff}=D_++\frac{(D_+-D_-)R}{r-R}
=D_-+\frac{(D_+-D_-)r}{r-R}.
\]

For \(R>0\), the first form gives \(D_{\rm eff}>D_+\) where \(r>R\), and the second gives \(D_{\rm eff}<D_-\) where \(r<R\). The interval between the eigenvalues is skipped. For \(R<0\), the fraction \(r/(r-R)\) lies between 0 and 1, so \(D_{\rm eff}\) stays between the eigenvalues and nothing unusual occurs. If \(a_+=0\) or \(a_-=0\), it is simply \(D_-\) or \(D_+\). A ternary couple therefore need not show a divergence.

At the threshold \(R=\sqrt{D_-/D_+}\) the two extrema merge at \(z=0\). There \(r-R\) grows as \(z^2\), so \(D_{\rm eff}\) tends to \(+\infty\) from both sides and no negative region is left.

### Strength of the pole

Near \(z^*\), expand the denominator to first order. Differentiating \(r\) and setting \(r=R\) gives

\[
r-R\simeq R\,\frac{z^*}{2t}\,\frac{D_+-D_-}{D_+D_-}\,(z-z^*).
\]

The numerator tends to \((D_+-D_-)R\). The common factors cancel, leaving

\[
D_{\rm eff}\simeq\frac{2t\,\det D}{z^*(z-z^*)},\qquad \det D=D_+D_- .
\]

The pole is simple, positive outside and negative inside, as the general argument required.

The couple in the question has \(\Delta_1=0\). Then \(a_-=-a_+\) and \(R=1\), which lies between the two thresholds: there are extrema but no zero-flux planes. At the centre put \(s=\sqrt{D_-/D_+}\). Since \(D_+s=\sqrt{D_+D_-}\) and \(D_-=s\sqrt{D_+D_-}\),

\[
D_{\rm eff}(0)=\frac{D_+s-D_-}{s-1}
=\sqrt{D_+D_-}\,\frac{1-s}{s-1}=-\sqrt{\det D}.
\]

This value does not become small when \(D_{12}\) does. For \(\Delta_1=0\), flux and slope are both proportional to \(a_+=D_{12}\Delta_2/(D_+-D_-)\), and the factor cancels in their ratio. A large negative \(D_{\rm eff}\) is thus no measure of strong coupling. At \(D_{12}=0\) the profile stays flat and the ratio is undefined.

### What drives the flux

Neglecting the vacancy wind, the flux relative to the lattice is \(J_i^L=-x_iD_i^*\,\partial\ln a_i/\partial z\), with tracer diffusivity \(D_i^*\) and activity \(a_i\) (the activities carry a component number; the amplitudes above carry a sign). In the number-fixed frame \(J_i=J_i^L-x_i\sum_kJ_k^L\). Therefore

\[
D_{ij}=T_{ij}-x_i\sum_kT_{kj},\qquad
T_{kj}=D_k^*x_k\frac{\partial\ln a_k}{\partial x_j}.
\]

The first term is chemical and the second is lattice drift.

For a regular solution with pair energies \(\Omega_{ij}\) (\(\Omega_{ii}=0\)), write \(w_{ij}=\Omega_{ij}/RT\), where this \(R\) is the gas constant. Then \(\ln a_k=\ln x_k+\sum_jw_{kj}x_j-\tfrac12\sum_{ij}w_{ij}x_ix_j\). Raising \(x_j\) lowers \(x_3\) equally, so

\[
x_k\frac{\partial\ln a_k}{\partial x_j}=\delta_{kj}-\delta_{k3}
+x_k\Bigl[w_{kj}-w_{k3}-\sum_l(w_{jl}-w_{3l})x_l\Bigr].
\]

The entropy production per volume is \(-(1/V_mT)\sum_iJ_i^L\,\partial\mu_i/\partial z\). Inserting \(\partial\mu_i/\partial z=RT\,\partial\ln a_i/\partial z\) gives

\[
\sigma=\frac{R}{V_m}\sum_i x_iD_i^*\left(\frac{\partial\ln a_i}{\partial z}\right)^2\ge0 .
\]

The Gibbs–Duhem relation \(\sum_ix_i\,\partial\ln a_i/\partial z=0\) ensures that the frame does not matter. A negative \(D_{\rm eff}\) is thus compatible with ordinary dissipation. Nor does it signal unstable composition waves: a small wave of wave number \(k\) decays as a combination of \(\exp(-D_\pm k^2t)\), and both eigenvalues are positive.

### Numbers for Ni–Cr–Al

Take component 1 as Al, 2 as Cr and 3 as Ni, at 1373 K for 100 h. Diffusivities are quoted in units of \(10^{-11}\) cm²/s. The rough model inputs are \(D^*=10,5,3\) for Al, Cr and Ni, and \(\Omega_{\rm AlCr},\Omega_{\rm AlNi},\Omega_{\rm CrNi}=-40,-140,-10\) kJ/mol. The matrix is evaluated at the mean composition, 5 at% Al and 15 at% Cr.

For the chemical part of \(D_{\rm AlCr}\), the bracket above, multiplied by \(RT\), is

\[
-40+140-\bigl[(100)(0.05)+(10)(0.15)-(10)(0.80)\bigr]=101.5\ {\rm kJ/mol}.
\]

With \(RT=11.4\) kJ/mol this gives \(0.05\times10\times101.5/11.4=4.45\). Drift contributes \(-0.27\), and the sum of the unrounded values is \(D_{\rm AlCr}=4.17\). Chromium raises the activity of aluminium and drives it towards the Cr-poor side. The full matrix is

\[
D=\begin{pmatrix}20.09&4.17\\2.71&4.94\end{pmatrix},\qquad D_+=20.80,\quad D_-=4.23 .
\]

Couple A has 5 at% Al on both sides and Cr rising from 5 to 25 at%. Its amplitude is \(a_+=4.17\times20/16.57\approx5.0\) at%. With \(R=1\),

\[
z^{*2}=\frac{2(3.6\times10^5\,{\rm s})\ln(20.80/4.23)}
{(1/4.23-1/20.80)\times10^{11}\,{\rm s/cm^2}}
=6.09\times10^{-5}\ {\rm cm^2},
\]

so \(z^*=78\) µm. Integrating each Gaussian from \(z^*\) outwards gives the depth of the minimum:

\[
x_1(\infty)-x_1(z^*)=\frac{a_+}{2}\left[{\rm erfc}\frac{z^*}{\sqrt{4D_+t}}-{\rm erfc}\frac{z^*}{\sqrt{4D_-t}}\right]
\approx0.92\ {\rm at\%}.
\]

At this minimum \(a_-g_-=-a_+g_+\), so \(J_1=-(D_+-D_-)a_+g_+\). Here \(g_+(z^*)=26.6\) cm⁻¹, and with \(V_m=7\) cm³/mol

\[
\frac{J_1}{V_m}=-\frac{(16.57\times10^{-11})(0.0504)(26.6)}{7}
=-3.2\times10^{-11}\ {\rm mol\,cm^{-2}\,s^{-1}} .
\]

The general inequality requires a magnitude of at least \(1.4\times10^{-11}\) in the same unit. In this couple the slope is negative between 0 and \(z^*\) and positive beyond, so \(\partial J_1/\partial z=(z/2t)\,\partial x_1/\partial z\) makes the Al flux on the right half largest in magnitude at the very plane where the Al gradient is zero.

The effective diffusivity on the right half is:

| \(z\) (µm) | \(D_{\rm eff}\) (\(10^{-11}\) cm²/s) |
|---:|---:|
| 0 | −9.4 |
| 40 | −16.5 |
| 70 | −94 |
| 90 | 76 |
| 150 | 23.0 |
| 250 | 20.8 |

The central value is \(-\sqrt{\det D}\), and the outer values approach \(D_+\) from above. As a test, the diffusion equations were also solved numerically on 2.5 µm cells, and the flux was recovered from the Al profile alone by the Matano integral

\[
J_1(z)=\frac1{2t}\int_{-\infty}^{z}z'\,\frac{\partial x_1}{\partial z'}\,dz' .
\]

The extrema came out at ±78.0 µm, and \(D_{\rm eff}\) at 70 µm was −94.5 against −94.2 from the formula. Further values are in the numerical output.

Couple B has an opposing Al step, from 6.8 to 3.2 at%, with the same Cr step. Now

\[
a_+=\frac{(20.09-4.23)(-3.6)+4.17(20)}{16.57}\approx1.6\ {\rm at\%},
\]

and \(a_-\approx-5.2\) at%. With unrounded values \(R=3.26\), above the zero-flux threshold of 2.22. The formulas place zero-flux planes at ±54 µm and extrema at ±123 µm. \(D_{\rm eff}\) is positive in the middle, negative between 54 and 123 µm on each side, and positive outside. The same alloy system, with the same matrix, thus gives a different sign at the centre because the end alloys differ.

To test the role of chemistry, set all \(\Omega_{ij}=0\) in couple A and keep the tracer diffusivities and compositions fixed. Only drift then contributes to the cross coefficient, and \(D_{12}=-x_1(D_2^*-D_3^*)=-0.05(5-3)=-0.10\). The right-hand minimum becomes a maximum of just 0.035 at%. In this model the interactions set the direction and most of the size of the aluminium excursion, but an extremum with finite flux does not require them.

### How far this carries over to a real alloy

The parameters are rough values for the nickel-rich fcc solid solution; they are not an assessed data set. The assumption of constant \(D\) can be relaxed within the model. With the tracer diffusivities kept fixed, but the thermodynamic factors and mole fractions in the matrix following local composition, the extrema of couple A move from ±78 µm to −85 and +71 µm, shifts of about 9%. The minimum is still 0.91 at% deep, and \(D_{\rm eff}\) at the Matano plane is still −9.4. Throughout the negative region of this solution aluminium flows up its concentration gradient but down its own activity gradient, and both eigenvalues of the local matrix stay positive along the whole profile. In a real alloy the tracer diffusivities also vary with composition, which changes the positions of the extrema.

The vacancy wind has a smaller effect on the position of the extremum: including it in the constant-\(D\) model moves the extremum by 0.4 µm. The molar volume changes by about 2% across the couple, from a rough lattice-parameter slope; its effect on the profiles has not been computed. Precipitation of the ordered γ′ phase and grain-boundary diffusion are left out and have not been sized. The couple must also be clearly thicker on both sides than the spreading length, \(\sqrt{4D_+t}=173\) µm in this example. For a thinner coating similarity fails, and the formulas for \(z^*\) and \(z_0\) no longer apply. The definition still gives a divergence wherever a zero concentration gradient carries a non-zero flux.

Measurement blurs the pole. Close to \(z^*\) the slope is \(x_1''(z-z^*)\), with \(x_1''\) the curvature at the minimum. Comparing \(-J_1/[x_1''(z-z^*)]\) with the pole formula gives \(x_1''=-J_1z^*/(2t\det D)\). In the parabolic approximation, couple A stays within 0.1 at% of its minimum over

\[
|z-z^*|\le\sqrt{\frac{2(0.001)}{x_1''}}=27\ \mu{\rm m}.
\]

If the composition noise is of that size, a slope taken between two points a distance \(h\) apart carries an error of about \(\sqrt2\,(0.1\ {\rm at\%})/h\). For \(h\) near 27 µm, \(D_{\rm eff}\) has an uncertain sign as well as an uncertain magnitude in roughly this band. For much closer points the loss spreads further, because the Al slope is at most 0.020 at%/µm at the centre and 0.007 at%/µm outside the extremum: at \(h=10\) µm the error of 0.014 at%/µm exceeds the slope everywhere outside the extremum, and at \(h=5\) µm it exceeds the slope throughout the couple. The flux, obtained by integration, has no pole there, although it requires accurate terminal compositions. It is the division by a vanishing gradient that fails, and the remedy is to report the flux and both gradients, or the diffusion matrix that connects them.

## Numbers as computed

```
Temperature 1373 K, time 100 h, V_m 7.0 cm3/mol
Tracer D* Al, Cr, Ni (1e-11 cm2/s): [10.  5.  3.]
Omega AlCr, AlNi, CrNi (kJ/mol): -40.0 -140.0 -10.0
Mean composition Al, Cr (at%): 5.0, 15.0
D_AlAl, D_AlCr (1e-11 cm2/s): 20.09, 4.17
D_CrAl, D_CrCr (1e-11 cm2/s): 2.71, 4.94
Eigenvalues D+, D- (1e-11 cm2/s): 20.80, 4.23
D_AlCr chemical, drift part (1e-11 cm2/s): 4.45, -0.27
Thresholds of R: 0.451 (extremum), 2.218 (zero flux)
Couple A left, right Al, Cr (at%): [5. 5.] [ 5. 25.]
A: a+, a- (at%): 5.037, -5.037; R = 1.000
A: extremum, formula (um): 78.03
A: extrema, numerical profile (um): [-78.02  78.02]
A: Al at right minimum minus terminal (at%): -0.923
A: Al flux at minimum (1e-11 mol/cm2/s): -3.173
A: lower bound on its size (1e-11 mol/cm2/s): 1.429
A: numerical flux is largest at face (um): 77.5
A: pole strength 2t detD/z* (1e-11 cm2/s um): 811.9
A: same from matrix exponentials (1e-11 cm2/s um): 811.9
A: -sqrt(det D) (1e-11 cm2/s): -9.38
A: z (um), D_eff formula, D_eff from profile (1e-11 cm2/s)
      0      -9.38      -9.38
     40     -16.51     -16.52
     70     -94.24     -94.47
     90      75.90      75.76
    150      23.00      23.00
    250      20.82      20.82
Couple B left, right Al, Cr (at%): [6.8 5. ] [ 3.2 25. ]
B: R = 3.261; Al minimum minus terminal (at%): -0.184
B: zero-flux plane, extremum, formula (um): 54.28, 122.98
B: zero-flux planes, numerical (um): [-54.27  54.27]
B: extrema, numerical (um): [-123.  123.]
Ideal solution: D_AlCr (1e-11 cm2/s): -0.100
Ideal solution: right extremum minus terminal (at%): 0.0348
Composition-dependent D, couple A: extrema (um): [-84.73  71.28]
  Al minimum minus terminal (at%): -0.912
  Al flux at minimum (1e-11 mol/cm2/s): -3.011
  D_eff at Matano plane (1e-11 cm2/s): -9.39
Vacancy wind: extremum of A moves to (um): 78.43
Molar-volume change across A (%): 1.86
Probe noise assumed (at%): 0.10
Half-width of A minimum within that noise (um): 27.0
```
